Saddle-point barrier lowering by a small circular low-barrier patch

**Setting and result**

A metal fills z < 0 and an n-type semiconductor fills z > 0. At the interface the conduction-band edge lies at the barrier height Φ₀ above the metal Fermi level, except on a disc of radius R, where it lies at Φ₀ − Δ with Δ > 0. Far from the patch the band edge falls into the semiconductor with initial slope F. This F is an energy per length: it is e times the magnitude of the interface field. Gaussian units are used, and κ is the static dielectric constant.

The model is classical electrostatics with these assumptions: the interface values of the band edge are fixed, the disc has a sharp edge, the doping is a uniform continuous density N_D, and the depletion region contains no free carriers. The image force, tunnelling and the quantum confinement of an electron crossing the pass are left out of the theorem. Since the problem is electrostatic, ħ and m do not appear.

**Theorem.** Let the slope F be uniform over the depth that matters, and let FR < Δ. Define

u = (FR/Δ)^(2/3).

(a) The lowest pass for an electron travelling between the metal and the semiconductor interior is a saddle point on the patch axis. It lies below Φ₀ by

δ = Δ[1 − (1 − u)^(3/2)].

(b) For FR ≪ Δ this becomes Tung's cube-root law,

δ ≈ (3/2)(ΔR²F²)^(1/3).

(c) If FR ≥ Δ, there is no saddle inside the semiconductor.

The law in (b) is thus the small-patch limit of (a). The factor F² in it already contains e², so that ΔR²F² is an energy cubed.

**Lemma 1: the depletion field**

Without a patch, the donor charge density eN_D produces an electrostatic potential φ with φ″ = −4πeN_D/κ. The electron energy is −eφ, so the band edge E obeys

E″ = 4πe²N_D/κ.

At the depletion edge z = W the band is flat. Two integrations from there give the band bending relative to the bulk:

b(z) = (2πe²N_D/κ)(W − z)².

Its interface value is the total band bending V_bb, an energy. Hence

W² = κV_bb/(2πe²N_D),  b(z) = V_bb(1 − z/W)².

The downward slope at the interface is F = −b′(0) = 2V_bb/W. Squaring it and inserting W²,

F² = 4V_bb²/W² = 8πe²N_DV_bb/κ.

Now add the patch. The donor charge in the depletion region is unchanged, so the change in the band edge satisfies Laplace's equation. Write this change as −Δw, where w = 1 on the disc and w = 0 on the rest of the interface. Then

E = Φ₀ − V_bb + V_bb(1 − z/W)² − Δw
 = Φ₀ − Fz + Fz²/(2W) − Δw.

The second line uses 2V_bb/W = F and V_bb/W² = F/(2W). When the saddle depth is much smaller than W, the quadratic term is small and

E = Φ₀ − Fz − Δw.

This is the uniform-field model of the theorem. In it, w is taken to vanish far from the patch in the half-space; the effect of the depletion edge is treated below.

**Lemma 2: the patch potential**

Let r be the distance from a point at depth z to a point on the interface. The function

K = z/(2πr³) = −(1/2π) ∂(1/r)/∂z

is harmonic for z > 0, because 1/r is harmonic there. Its integral over the whole interface is

∫₀^∞ zt dt/(z² + t²)^(3/2) = 1.

As z → 0 the weight of K concentrates at the nearest interface point. Integrating K over the disc therefore produces the required boundary values, 1 inside and 0 outside, and a function that decays at large distance. That integral is w.

On the axis, the ring of radius t has area 2πt dt, so

w(0,z) = ∫₀^R zt dt/(z² + t²)^(3/2)
 = z[−1/√(z² + t²)] taken from t = 0 to t = R
 = 1 − z/√(z² + R²).

For z ≫ R, the expansion (1 + R²/z²)^(−1/2) = 1 − R²/(2z²) + … gives

w(0,z) ≈ R²/(2z²).

This is the axial potential of a dipole. The reason is visible in K, which is itself the potential of a point dipole normal to the interface: w is the potential of a uniform dipole layer covering the disc. Such a layer vanishes on the rest of the interface, as required, and has no 1/z term.

**Lemma 3: in each plane, the axis has the lowest energy**

Fix z > 0 and consider a point at distance ρ > 0 from the axis. Project it onto the interface. Its value of w is the integral of K over a disc D′ of radius R whose centre is displaced by ρ from the projected point. For a point on the axis, the corresponding disc D is centred on the projection.

The two discs have equal area, so the parts D∖D′ and D′∖D also have equal area. Points in D∖D′ lie within lateral distance R of the projected point; points in D′∖D lie outside that distance. Since K decreases with lateral distance, its integral over D∖D′ is larger. The common part contributes equally to both, and therefore

w(0,z) > w(ρ,z) for ρ > 0.

The term −Fz is constant in the plane, so E is lowest on the axis.

**Proof of the theorem**

On the axis, Lemma 2 gives

E(z) = Φ₀ − Δ − Fz + Δz/√(z² + R²).

The derivative of z/√(z² + R²) is

1/√(z² + R²) − z²/(z² + R²)^(3/2) = R²/(z² + R²)^(3/2).

Hence

E′(z) = −F + ΔR²/(z² + R²)^(3/2).

This decreases steadily from Δ/R − F at z = 0 to −F at large z. It has one zero at positive z if FR < Δ and none if FR ≥ Δ. In the second case the axial energy falls all the way from the interface. An off-axis stationary point is also impossible: the lateral distance between disc centres controls w, and w decreases strictly as that distance grows, with nonzero radial slope for ρ > 0. This proves (c).

The last statement about the slope can be seen directly. Moving the disc outward by dρ removes a crescent on its near side and adds the mirror-image crescent on its far side. Each added element is farther from the projected point than its mirror image, so the first-order change of the integral is negative.

For FR < Δ, define a length s by

s³ = ΔR²/F.

The condition E′ = 0 then reads z² + R² = s², and the saddle depth is

z_s = √(s² − R²).

Moreover,

R²/s² = R²[F/(ΔR²)]^(2/3) = (FR/Δ)^(2/3) = u,

so z_s = s√(1 − u). Using F = ΔR²/s³ = Δu/s, the energy becomes

E(z_s) = Φ₀ − Δ + z_s(Δ/s − F)
 = Φ₀ − Δ + s√(1 − u) · (Δ/s)(1 − u)
 = Φ₀ − Δ + Δ(1 − u)^(3/2).

Subtracting this from Φ₀ gives the δ in (a).

It remains to show that this is the lowest pass. Every path from the interface to the deep interior crosses the plane z = z_s. By Lemma 3, its energy at that crossing is at least E(0,z_s). Along the axial path the energy rises from Φ₀ − Δ to E(0,z_s) and then falls, so this path never exceeds that value. The smallest possible maximum along a path is therefore E(0,z_s).

The curvatures confirm the saddle character. Differentiating E′ once more,

E_zz = −3ΔR²z_s/s⁵ = −3Fz_s/s²,

where ΔR² = Fs³ was used. In the uniform-field model E is harmonic. On the axis the two lateral curvatures are equal, so 2E_ρρ + E_zz = 0 and

E_ρρ = 3Fz_s/(2s²) > 0.

The energy is a maximum along the axis and a minimum across it.

For (b), expand for small u:

(1 − u)^(3/2) = 1 − 3u/2 + 3u²/8 + u³/16 + …

δ = (3/2)Δu[1 − u/4 − u²/24 − …].

Finally,

Δu = Δ(FR/Δ)^(2/3) = (ΔR²F²)^(1/3),

which gives the stated law. ∎

**Remark 1: where the factor 3/2 comes from**

The leading result also follows from the point-dipole energy

E(z) = Φ₀ − Fz − ΔR²/(2z²).

Setting its derivative −F + ΔR²/z³ to zero gives z = s. There the depletion field has lowered the energy by Fs. The dipole lowers it by

ΔR²/(2s²) = Fs³/(2s²) = Fs/2.

The sum is 3Fs/2. Since Fs = (ΔR²F²)^(1/3), two thirds of the lowering comes from the depletion field and one third from the patch potential. A small patch matters chiefly because it moves the barrier top to a depth where the ordinary band bending has already reduced the energy.

**Remark 2: the opposite limit**

The function (1 − u)^(3/2) is convex and lies above its tangent 1 − 3u/2 for 0 < u < 1. The cube-root law therefore overestimates δ for every finite disc in this model.

Near the loss of the saddle, put FR/Δ = 1 − ε with ε ≪ 1. Then u ≈ 1 − 2ε/3, and

E(z_s) − (Φ₀ − Δ) ≈ Δ(2ε/3)^(3/2).

The saddle descends to the patch's own interface barrier. Beyond this point the surrounding high barrier no longer pinches off the patch, and δ = Δ. The cube-root law, which would keep growing with R, no longer applies.

**Corollary: dependence on doping and bias**

Inserting F² from Lemma 1 into the cube-root law gives

δ ≈ (3/2)(8πΔR²e²N_DV_bb/κ)^(1/3)
 = 3(πΔR²e²N_DV_bb/κ)^(1/3),

because (3/2)(8)^(1/3) = 3. At fixed Δ and R, the lowering varies as V_bb^(1/3). Forward bias reduces V_bb, so the saddle barrier rises; reverse bias lowers it. Thus even a fixed interface produces a bias-dependent barrier.

Three inequalities govern this form: R ≪ s for the dipole limit, s ≪ W for the uniform field, and V_bb ≫ k_BT for the neglect of mobile electrons near the depletion edge. With Boltzmann electrons the net charge density is reduced by the factor 1 − exp(−b/k_BT). Integrating once then replaces V_bb in F² by approximately V_bb − k_BT when V_bb is several k_BT. Close to flat band the last two conditions fail: F decreases while s grows and W shrinks, and V_bb becomes comparable with k_BT. The assumption of no free carriers also covers the pocket between the patch and the saddle, where the band edge falls to Φ₀ − Δ. At zero bias the electron density at the patch is N_D exp[−(V_bb − Δ)/k_BT], so the pocket is empty only if V_bb − Δ ≫ k_BT. Under forward bias the pocket is filled from the metal, and Φ₀ − Δ must be large enough to keep its density well below N_D.

**Worked example**

Take the round model values Δ = 0.30 eV, R = 5 nm, κ = 12, N_D = 10¹⁶ cm⁻³ = 10⁻⁵ nm⁻³ and V_bb = 0.50 eV. With e² = 1.440 eV nm,

W = √[12 × 0.50/(2π × 1.440 × 10⁻⁵)] nm = 257.5 nm,

F = 2 × 0.50/257.5 eV/nm = 0.003883 eV/nm.

The dipole saddle depth is

s = (0.30 × 25/0.003883)^(1/3) nm = 12.45 nm,

and the cube-root lowering is

δ = 1.5 × 0.003883 × 12.45 eV = 0.0725 eV,

or 1.16 × 10⁻¹³ erg. For the finite disc, FR/Δ = 0.0647 and u = 0.161. The saddle lies at

z_s = √(12.45² − 5²) nm = 11.4 nm,

and its lowering is

δ = 0.30[1 − (1 − 0.161)^(3/2)] eV = 0.0695 eV.

The patch barrier is 0.30 eV below its surroundings at the interface, yet the pass is lowered by less than a quarter of that amount.

The small parameter FR/Δ enters through its two-thirds power, so convergence to the law is slow. The ratio of the finite-disc lowering to the cube-root value is 0.959 at R = 5 nm, 0.991 at 0.5 nm and 0.998 at 0.05 nm. The last two radii test the mathematical limit and do not describe realistic patches. At the smallest radius, (1 − ratio)/u is 0.250, in agreement with the first correction u/4.

A separate connectivity search on a two-dimensional energy map, which does not prescribe an axial path, gives a lowering of 0.069536 eV against 0.069532 eV from the saddle. The 4 μeV difference arises because the grid, spaced by 0.25 nm in depth, misses the top of the barrier slightly.

If V_bb is reduced eightfold to 0.0625 eV, the cube-root lowering halves to 0.0363 eV. The finite-disc value falls to 0.0355 eV, slightly more than half its former value, because u has also halved and the finite-size correction is smaller. These are uniform-field values. The estimate in the next section shows that band curvature matters more at this lower bending. At room temperature, where k_BT ≈ 0.026 eV, the neglect of mobile electrons is also a poor approximation here, and the actual lowering is smaller. The patch edge now lies 0.24 eV below the bulk band edge, so the pocket is free of carriers only if the reduced bending comes from forward bias of a contact with a large Φ₀ − Δ.

**Finite depletion width**

The omitted term g = Fz²/(2W) raises the saddle. To first order the energy change is g evaluated at the old saddle, because E′ vanishes there:

Fz_s²/(2W) = 0.98 meV.

The maximum also moves. Expanding E + g about z_s and maximizing the resulting quadratic adds approximately g′²/(2|E_zz|), or about 0.02 meV here. The numerical shift with the finite depletion region is 1.00 meV, leaving a lowering of 0.0685 eV without mobile electrons. At room temperature the replacement of V_bb by V_bb − k_BT in F² multiplies the lowering by about (0.474/0.50)^(1/3) = 0.982, a correction of the same size, which brings it to about 0.067 eV.

Relative to the cube-root lowering 3Fs/2, the leading curvature correction is approximately

[Fs²/(2W)]/(3Fs/2) = s/(3W).

This is about 1.6% in the example. Since s varies as V_bb^(−1/6) and W as V_bb^(1/2), the fraction varies as V_bb^(−2/3). An eightfold reduction in V_bb makes it four times larger, about 6%.

The depletion edge also changes w. Let the edge move from W to W + η. The unperturbed bending there is V_bbη²/W², which is second order in η. Requiring the total bending to vanish therefore gives w(W) = 0 to first order in the patch perturbation. Requiring the total slope to vanish determines η. Imposing w = 0 at z = W changes the saddle energy by only 0.0015 meV in this example.

**The image force**

An electron at depth z is attracted to its image at distance 2z with force e²/(4κz²). Integrating from infinity gives the energy −e²/(4κz), for an ideal metal and a static dielectric response. At the patch saddle the first-order lowering is

e²/(4κz_s) = 2.63 meV,

while the numerical maximum gives 2.60 meV.

Far from the patch, where its fringe field is negligible, the energy is Φ₀ − Fz − e²/(4κz). Its derivative vanishes when z² = e²/(4κF), and the two negative terms are then equal. Their sum lowers the surrounding barrier by

2√[Fe²/(4κ)] = √(e²F/κ) = 21.6 meV.

This is much more than at the patch, for two reasons. The surrounding barrier top lies only √[e²/(4κF)] = 2.8 nm from the metal, so the image energy there is larger, 10.8 meV. The other 10.8 meV is the fall Fz of the band edge between the interface, where the top lies without the image force, and this depth. The difference between the two barriers becomes

69.5 + 2.6 − 21.6 meV = 50.5 meV

in the uniform-field model. The cube-root law gives the lowering from Φ₀ without image forces; it should not be used unchanged for the difference between two image-lowered barriers.

**Limits of the model**

In the uniform-field model the saddle disappears at R = Δ/F = 77 nm. This radius is not small compared with W = 258 nm, so it is an estimate of the crossover rather than a precise threshold for the depleted semiconductor.

The continuous-doping assumption is also demanding. The typical donor spacing N_D^(−1/3) is about 46 nm, larger than the saddle depth. The formula describes the averaged donor charge; the field at an individual patch can differ because donors are discrete. A single donor 20 nm from the saddle contributes e²/(κr) = 6 meV before screening by the metal, so the lowering scatters by several meV from patch to patch, more than the curvature and edge corrections above. Neighbouring patches require a further condition: the sum of their dipole potentials must be negligible at each patch's saddle. This sum can matter even when each neighbour contributes little.

The pass is also narrow across its axis, which confines the electron laterally. In the harmonic approximation, the two lateral directions together raise the lowest quantum state above the classical saddle by ħ√(E_ρρ/m). With E_ρρ = 4.28 × 10⁻⁴ eV/nm² and an illustrative isotropic mass m = 0.26 mₑ, for which ħ²/m = 0.293 eV nm², this is about 11 meV. The lateral well at the saddle is only Δw(0,z_s) = 0.30(1 − 11.4/12.45) eV = 25 meV deep, so the harmonic value is an estimate. For this mass it is smaller than k_BT at room temperature, but it cannot be ignored when k_BT is comparable or smaller. It grows as m^(−1/2) and reaches about 22 meV for m = 0.067 mₑ.

The numerical output gives the main values of the worked example together with the finite-size and curvature checks.

Calculated quantities

```
Barrier deficit: 0.30 eV
Patch radius: 5.0 nm
Dielectric constant: 12.0
Donor density: 1.0e+16 cm^-3
Band bending: 0.500 eV
Gaussian e^2: 1.439965 eV nm
Depletion width: 257.52 nm
Interface slope eF: 0.003883 eV/nm
Small parameter slope*radius/deficit: 0.06472
Expansion parameter u: 0.16120
Point-dipole saddle depth: 12.453 nm
Finite-disc saddle depth: 11.406 nm
Cube-root lowering: 0.072539 eV
Cube-root lowering, converted: 1.1622e-13 erg
Finite-disc lowering, numerical: 0.069532 eV
Finite-disc lowering, formula: 0.069532 eV
Lowering from connectivity search: 0.069536 eV
True/cube-root lowering at R=5.00 nm: 0.958547
True/cube-root lowering at R=0.50 nm: 0.991267
True/cube-root lowering at R=0.05 nm: 0.998127
(1-ratio)/u at smallest R: 0.25031
Radial curvature, numerical: 4.28366e-04 eV/nm^2
Radial curvature, formula: 4.28372e-04 eV/nm^2
Critical radius, uniform field: 77.26 nm
Reduced band bending: 0.0625 eV
Cube-root lowering there: 0.036270 eV
Finite-disc lowering there: 0.035529 eV
Small-patch lowering ratio, bending/8: 1.99812
Band-curvature shift, first order: 0.9808 meV
Shift with finite depletion: 1.0003 meV
Part due to edge condition: 0.00153 meV
Lowering with finite depletion: 0.068532 eV
Patch image shift, first order: 2.6302 meV
Patch image shift, numerical: 2.5998 meV
Surrounding image lowering: 21.5864 meV
Barrier difference with image force: 0.050545 eV
```
